# The macroscopic dielectric function of a crystal from its microscopic response

## 1. A stack of slabs

Take a periodic stack of insulating slabs with a local dielectric constant $\epsilon(z)>0$, and apply a uniform static external field $D$ along the stacking axis $z$. Nothing varies laterally, so the displacement field equals $D$ at every $z$. The total field is

$$E(z)=\frac{D}{\epsilon(z)},\qquad \bar E=D\,\langle 1/\epsilon\rangle ,$$

where the bar and the angle brackets denote an average over one period. An observer who sees only averages finds

$$\epsilon_M=\frac{D}{\bar E}=\frac{1}{\langle 1/\epsilon\rangle}. \tag{1}$$

This is not $\langle\epsilon\rangle$. The Cauchy–Schwarz inequality gives $\langle\epsilon\rangle\langle1/\epsilon\rangle\ge1$, so $\epsilon_M\le\langle\epsilon\rangle$, with equality when $\epsilon$ is uniform.

In Fourier space, multiplication by $\epsilon(z)$ is a matrix with elements $\epsilon_{G-G'}$. Its inverse is multiplication by $1/\epsilon(z)$. The element with $G=G'=0$, called the head, is $\langle\epsilon\rangle$ for the matrix and $\langle1/\epsilon\rangle$ for its inverse. Equation (1) therefore says: invert first, take the head, then take the reciprocal.

There is a second way to the same number. The polarization is $p=(\epsilon-1)E/4\pi$, and $E=D-4\pi p$. Subtracting the average of this relation gives

$$E=\bar E-4\pi(p-\bar p).$$

Regard $\bar E$ as given. The periodic part of the field made by $p$ is kept, while its average part is already contained in $\bar E$. Inserting $4\pi p=(\epsilon-1)E$ gives $\epsilon E=\bar E+4\pi\bar p$. Dividing by $\epsilon$ and averaging,

$$\bar E=(\bar E+4\pi\bar p)\langle1/\epsilon\rangle
\quad\Rightarrow\quad 1+\frac{4\pi\bar p}{\bar E}=\frac1{\langle1/\epsilon\rangle}=\epsilon_M .$$

So $\epsilon_M$ also follows from the response to the average total field, computed with the average part of the induced field left out. Both routes survive in a real crystal, where the response is nonlocal and depends on frequency.

## 2. Microscopic response of a crystal

I use atomic units. Potentials are potential energies of an electron, and $n$ is the induced electron number density. The nuclei are fixed, the perturbation is weak enough for linear response, and the Coulomb interaction is instantaneous. Frequencies have a positive imaginary part, which may tend to zero at the end.

A perturbation with wavevector $\mathbf q$ in the first Brillouin zone, $\mathbf q\neq0$, produces components at all $\mathbf q+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector. I write them as vectors $V_G$ and $n_G$, and response functions as matrices in $G,G'$ at fixed $\mathbf q,\omega$. Poisson's equation $\nabla^2V_H=-4\pi n$ gives the Hartree potential

$$V_{H,G}=v_Gn_G,\qquad v_G=\frac{4\pi}{|\mathbf q+\mathbf G|^2}.$$

The response to the external potential is $n=\chi V_{\rm ext}$. A classical test charge feels

$$V=V_{\rm ext}+vn=(1+v\chi)V_{\rm ext}\equiv\epsilon^{-1}V_{\rm ext}. \tag{2}$$

The Kohn–Sham electrons feel in addition the exchange-correlation potential $f_{xc}n$. With $\chi_s$ the Kohn–Sham response,

$$n=\chi_s(V+f_{xc}n).$$

Collecting the terms in $n$ gives the response to the total classical potential:

$$n=PV,\qquad P=(1-\chi_sf_{xc})^{-1}\chi_s . \tag{3}$$

Equivalently $P=\chi_s+\chi_sf_{xc}P$. In the random-phase approximation (RPA), $f_{xc}=0$ and $P=\chi_s$. Substituting (3) into $V_{\rm ext}=V-vn$ gives

$$V_{\rm ext}=(1-vP)V\quad\Rightarrow\quad \epsilon=1-vP. \tag{4}$$

Exchange and correlation enter $\epsilon$ through $P$, although the test charge itself feels no $f_{xc}$.

## 3. First form: the head of the inverse

A macroscopic source has no structure on the scale of the unit cell: $V_{{\rm ext},G}=0$ for $\mathbf G\ne0$. The macroscopic total potential is the component $V_0$. For $q\to0$ this is the cell average, because the average of $e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$ over a cell then tends to zero unless $\mathbf G=0$. At finite $q$, choosing $V_0$ is part of the definition

$$\epsilon_M(\mathbf q,\omega)=\frac{V_{{\rm ext},0}}{V_0}.$$

The $G=0$ row of (2) has one surviving term, $V_0=[\epsilon^{-1}]_{00}V_{{\rm ext},0}$. Hence

$$\boxed{\epsilon_M=\frac1{[\epsilon^{-1}]_{00}}=\frac{1}{1+v_0\chi_{00}}} \tag{5}$$

The head $\epsilon_{00}$ answers another question. The $G=0$ row of (4) reads

$$V_{{\rm ext},0}=\epsilon_{00}V_0+\sum_{G\neq0}\epsilon_{0G}V_G ,$$

so $\epsilon_{00}$ is the ratio $V_{{\rm ext},0}/V_0$ when every microscopic component $V_G$ of the total potential vanishes. A smooth source does not arrange that. The crystal responds with its own microscopic potentials, the local fields.

**Limits.** In a homogeneous system all matrices are diagonal, the sum vanishes and $\epsilon_M=\epsilon_{00}$. For the slabs, fields and potentials are related by $E_G\propto(q+G)V_G$. The matrix acting on potentials is therefore $S^{-1}\epsilon S$, with $S$ the diagonal matrix of $q+G$. This changes neither the head nor the head of the inverse, and (5) returns (1).

## 4. Second form: remove one Coulomb term

Now take $V_0$ as given, as was done with $\bar E$. For $\mathbf G\neq0$ there is no external part, so $V_G=v_Gn_G$. Define $\bar v$ as $v$ with its head set to zero:

$$\bar v_0=0,\qquad \bar v_G=v_G\quad(\mathbf G\neq0).$$

With $|0\rangle$ the unit vector for $\mathbf G=0$, the total potential is

$$V=V_0|0\rangle+\bar vn .$$

Inserting this in $n=PV$ gives $(1-P\bar v)n=P|0\rangle V_0$, or

$$n=\bar\chi|0\rangle V_0,\qquad \bar\chi=(1-P\bar v)^{-1}P=P+P\bar v\bar\chi . \tag{6}$$

Its head gives $n_0=\bar\chi_{00}V_0$. The $G=0$ component of $V=V_{\rm ext}+vn$ then gives

$$V_{{\rm ext},0}=V_0-v_0n_0=(1-v_0\bar\chi_{00})V_0 ,$$

and therefore

$$\boxed{\epsilon_M=1-v_0\bar\chi_{00}} \tag{7}$$

The two forms can also be joined directly. Since $n_0=\chi_{00}V_{{\rm ext},0}=\bar\chi_{00}V_0$,

$$\chi_{00}=\frac{\bar\chi_{00}}{1-v_0\bar\chi_{00}},\qquad
1+v_0\chi_{00}=\frac{1}{1-v_0\bar\chi_{00}} .$$

The derivation needs $1-P\bar v$ and $\epsilon$ to be invertible. At isolated frequencies where one of them is singular, the formulas are read as limits: a singular $1-P\bar v$ can give $\epsilon_M$ a pole, and a singular $\epsilon$ can give it a zero. Section 7 treats these points.

In terms of the Kohn–Sham response, $n=\chi_s(V_0|0\rangle+\bar vn+f_{xc}n)$, so

$$\bar\chi=\chi_s+\chi_s(\bar v+f_{xc})\bar\chi . \tag{8}$$

The removed term is the $G=0$ part of the Hartree interaction. The head of $f_{xc}$ stays, because $V_0$ is a classical potential and contains no exchange-correlation part.

**Limit.** If $P$ has no elements between $\mathbf G=0$ and $\mathbf G\ne0$, then $\bar\chi_{00}=P_{00}$, and (7) reduces to $\epsilon_M=1-v_0P_{00}=\epsilon_{00}$.

## 5. The sign of the local-field correction

Let $b$ denote the block $\mathbf G\neq0$. For a macroscopic source, the rows of (4) in this block read $0=\epsilon_{b0}V_0+\epsilon_{bb}V_b$. Solving for $V_b$ and inserting it in the $G=0$ row gives

$$\epsilon_M=\epsilon_{00}-\epsilon_{0b}\,(\epsilon_{bb})^{-1}\epsilon_{b0}. \tag{9}$$

Now use $\epsilon_{0b}=-v_0P_{0b}$, $\epsilon_{b0}=-v_bP_{b0}$ and $\epsilon_{bb}=1-v_bP_{bb}$. With $s=v_b^{1/2}$, the identity $(1-s^2P_{bb})s=s(1-sP_{bb}s)$ leads to

$$\epsilon_M=\epsilon_{00}-v_0\,P_{0b}\,s\,(1-sP_{bb}s)^{-1}s\,P_{b0}.$$

At $\omega=0$, $P$ is Hermitian. Suppose it is also negative definite, as a static response is when a potential draws electrons toward its minima. Then $1-sP_{bb}s$ is positive, the subtracted term is not negative, and $\epsilon_M\le\epsilon_{00}$. Also $\bar\chi^{-1}=P^{-1}-\bar v$ is negative definite, so $\bar\chi_{00}<0$ and $\epsilon_M>1$. Together,

$$1<\epsilon_M\le\epsilon_{00}\qquad(\omega=0,\ P<0). \tag{10}$$

This is the slab inequality without the assumption of a local $\epsilon(z)$. At finite frequency $P$ need not be negative, and the ordering is not guaranteed.

## 6. The optical limit

As $q\to0$, $v_0$ diverges as $1/q^2$. For (7) to be useful, $\bar\chi_{00}$ must vanish as $q^2$. In an insulator with time-reversal symmetry, first-order perturbation theory gives

$$\chi_{s,GG'}=w\sum_t\rho_{Gt}\rho^*_{G't}\left[\frac1{\omega-\Delta_t}-\frac1{\omega+\Delta_t}\right]
=w\sum_t\rho_{Gt}\rho^*_{G't}\frac{2\Delta_t}{\omega^2-\Delta_t^2}. \tag{11}$$

Here $t$ labels a transition from a filled state $v\mathbf k$ to an empty state $c,\mathbf k+\mathbf q$, and $\Delta_t$ is its energy. The factor $w$ is 2 for spin divided by the crystal volume, and

$$\rho_{Gt}=\langle v\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|c,\mathbf k+\mathbf q\rangle .$$

Time reversal pairs each negative-frequency term with a positive-frequency term of the same amplitude, so the two fractions share one prefactor.

For $\mathbf G=0$ the amplitude is the overlap $\langle u_{v\mathbf k}|u_{c,\mathbf k+\mathbf q}\rangle$ of the periodic parts of the Bloch functions, which vanishes at $q=0$ by orthogonality. With a local crystal potential, the Hamiltonian for the periodic parts changes by $\mathbf q\cdot(\mathbf p+\mathbf k)$ to first order. Perturbation theory then gives

$$\rho_{0t}\simeq\frac{\mathbf q\cdot\mathbf p_{vc}}{\epsilon_{c\mathbf k}-\epsilon_{v\mathbf k}} . \tag{12}$$

The term in $\mathbf k$ drops out, again by orthogonality.

Now divide every density component by $|\mathbf q+\mathbf G|$ and multiply every potential component by the same factor. The scaled amplitudes $\rho_{Gt}/|\mathbf q+\mathbf G|$ are finite as $q\to0$, and $v_G$ becomes $4\pi$ for every $\mathbf G$. The kernel becomes $|\mathbf q+\mathbf G|f_{xc,GG'}|\mathbf q+\mathbf G'|$. If this too is finite, nothing diverges in the scaled version of (8), and $v_0\bar\chi_{00}$ has a finite limit.

The scaling also shows which kernels matter at the head. If $f_{xc,00}$ and $f_{xc,0G}$ stay finite as $q\to0$, their scaled values vanish, and the kernel acts through $\mathbf G,\mathbf G'\neq0$ alone. A head that grows as $1/q^2$ keeps its effect.

The limit may depend on the direction $\hat{\mathbf q}$. For a macroscopic tensor $\boldsymbol\epsilon$ and a longitudinal field $\mathbf E=\hat{\mathbf q}E$, the external field is the longitudinal part of the displacement, so $\epsilon_M=\hat{\mathbf q}\cdot\boldsymbol\epsilon\cdot\hat{\mathbf q}$. Along a principal axis this is the tensor element that governs light polarized along that axis. In a metal, transitions within a partly filled band have energies that vanish with $q$. The expansion (12) does not cover them, and the limits $q\to0$ and $\omega\to0$ must be kept apart.

## 7. Absorption and energy loss

Equation (5) ties the poles of one function to the zeros of the other. Poles of $\epsilon_M$ give absorption; poles of $1/\epsilon_M=[\epsilon^{-1}]_{00}$ give the energy loss of a charge that transfers momentum $\mathbf q$. Both sets follow from one eigenvalue problem.

Assume a frequency-independent Hermitian kernel $K$, and let $\chi_K=\chi_s+\chi_sK\chi_K$. For $K=v+f_{xc}$ this is $\chi$; for $K=\bar v+f_{xc}$ it is $\bar\chi$. Set $B_{Gt}=\rho_{Gt}\sqrt{\Delta_t}$, let $\Delta$ be the diagonal matrix of the $\Delta_t$, and write $Q=\omega^2-\Delta^2$. Then (11) is $\chi_s=2wBQ^{-1}B^\dagger$. With $M=2wB^\dagger KB$, use

$$(Q-M)^{-1}=Q^{-1}+Q^{-1}M(Q-M)^{-1}.$$

Multiplying by $2wB$ on the left and $B^\dagger$ on the right reproduces the equation for $\chi_K$ term by term. Hence

$$\chi_K=2wB\left[\omega^2-C\right]^{-1}B^\dagger,\qquad C=\Delta^2+2wB^\dagger KB. \tag{13}$$

The squared excitation energies are the eigenvalues of $C$. The strength of an eigenvector $X$ at the head is $2w|(BX)_0|^2$. Since the eigenvectors are complete, the strengths add up to $2w(BB^\dagger)_{00}$, whatever $K$ is. The kernel moves strength between energies but does not change its sum.

**Limit.** If a single pole of $\bar\chi_{00}$ at energy $\Omega$ carries all the strength, (7) gives, with a constant $S>0$,

$$\epsilon_M=1-\frac{S}{\omega^2-\Omega^2}=\frac{\omega^2-\Omega^2-S}{\omega^2-\Omega^2}.$$

Absorption occurs at $\Omega$ and loss at $\sqrt{\Omega^2+S}$. The single Coulomb term separating $\bar v$ from $v$ makes the difference.

## 8. A layered crystal in numbers

The model has round parameters and represents no particular material. Electrons move along $z$ in the Kohn–Sham potential $-W\cos(2\pi z/a)$, with $W=5$ eV and $a=4$ Å. There is one electron pair per period and per lateral area of 10 Å$^2$, and the density is laterally uniform. The lowest band is full. Bloch states are expanded in 15 plane waves, and the response matrices contain nine $G$ vectors along $z$.

Two kernels are compared: the RPA, and the long-range kernel

$$f_{xc,GG'}=-\frac{\alpha}{|\mathbf q+\mathbf G|^2}\,\delta_{GG'},\qquad \alpha=3 .$$

**Finite wavevector.** Take $q=2\pi/(12a)=0.1309$ Å$^{-1}$, for which $v_0=10560.5$ eV Å$^3$. In the static RPA, the sum (11) over 12 $k$ points gives $P_{00}=-1.849\times10^{-4}$ and, after solving (6), $\bar\chi_{00}=-1.2768\times10^{-4}$, both in (eV Å$^3$)$^{-1}$. Thus

$$\epsilon_{00}=1+10560.5\times1.849\times10^{-4}=2.953,$$

$$\epsilon_M=1+10560.5\times1.2768\times10^{-4}=2.348 .$$

Inverting the full matrix gives $[\epsilon^{-1}]_{00}=0.42582$, whose reciprocal is again 2.348.

The same quantity can be found without response matrices. In a supercell of 12 periods, a weak potential proportional to $\cos qz$ is added, the Hamiltonian is diagonalized, and the induced density is fed back through the Hartree potential until it no longer changes. The ratio of density to external potential at $q$ is $\chi_{00}=-5.437\times10^{-5}$ (eV Å$^3$)$^{-1}$, so

$$\epsilon_M=\frac{1}{1-10560.5\times5.437\times10^{-5}}=2.348 .$$

If the Hartree feedback at wavevector $q$ alone is switched off, the applied potential plays the part of $V_0$. The ratio is then $\bar\chi_{00}$, and $1-v_0\bar\chi_{00}$ gives 2.348 once more.

With the long-range kernel, the matrices give $\epsilon_{00}=5.950$ and $\epsilon_M=3.192$. The two finite-field calculations, now with $f_{xc}$ in the feedback, both give 3.192.

**Optical limit.** With 48 $k$ points and the limiting amplitude (12), the static RPA value depends on the number of $G$ vectors as follows.

| $G$ vectors | $\epsilon_M$ |
|---|---|
| 1 | 2.992 |
| 3 | 2.377 |
| 5 | 2.373 |
| 9 | 2.373 |

The first entry is $\epsilon_{00}$. Local fields lower it by 0.619, which is 21% of $\epsilon_{00}$, and the first pair of nonzero $G$ vectors supplies nearly all of this. At $q=0.0327$ and $0.0654$ Å$^{-1}$ the RPA $\epsilon_M$ lies 0.0016 and 0.0063 below the limit. Doubling $q$ multiplies the deviation by about four, as for a leading $q^2$ term. The long-range kernel gives $\epsilon_{00}=6.169$ and $\epsilon_M=3.256$.

**Excitations.** The smallest direct gap is 4.914 eV. Diagonalizing $C$ in the optical limit gives these energies in eV:

| | RPA | $\alpha=3$ |
|---|---|---|
| lowest pole of $\epsilon_M$ | 4.917 | 4.555 |
| strongest pole of $1/\epsilon_M$ | 11.46 | 11.11 |

The position of the lowest pole relative to the gap can be read from (13). In the RPA, $K=\bar v$ has no negative element, so $C\ge\Delta^2$ and no pole can lie below the gap. The RPA entry 4.917 eV is not a separate excitation. It is the bottom of the interband continuum as sampled on the 48-point mesh, raised slightly above the lowest $\Delta_t$ by $\bar v$. Since $\bar v$ has eight nonzero elements, some combination of the nine lowest transitions does not feel it, so the lowest eigenvalue of $C$ is no larger than the ninth smallest $\Delta_t^2$ and tends to the squared gap as the mesh is refined. With the long-range kernel, the scaled $K$ for absorption is $-\alpha$ at the head and $4\pi-\alpha>0$ elsewhere. The head is the one attractive element, and here an exciton is bound 0.359 eV below the gap. The size of the binding also depends on the weakened repulsion at $G\ne0$: with $-\alpha$ at the head and the full $4\pi$ elsewhere it is 0.263 eV. The pole at 4.555 eV carries 49% of the total strength, and with 32 $k$ points its energy is the same to the digits given.

For energy loss the head is $4\pi-\alpha>0$ as well. Then $C\ge\Delta^2$ again, and $1/\epsilon_M$ has no pole below the gap in this model. At the exciton energy it has a zero.

The strongest RPA pole of $\epsilon_M$ lies at 10.65 eV and carries 13% of the strength. It falls in the window between the transitions to the second band, which end at 10.38 eV, and those to the third band, which begin at 11.57 eV. It is therefore a discrete pole and not a sample of a continuum. The loss poles in the table lie in the same window. In the RPA no single pole dominates the absorption of this model.
